# The Worst Data Pattern for Reading a Linear Floating Crossbar

## What sampling misses

A 16×16 resistive memory has 255 unselected cells, so a selected cell can be read against \(2^{255}\) different backgrounds. Suppose that each cell is 10 kΩ or 1 MΩ, that 0.1 V is applied between the selected row and column, and that all other lines float. For 500 random backgrounds, with each unselected cell low-resistance with probability one half, nodal solutions give currents between about 15 and 53.1 µA when the selected cell is in its high state. A designer who took 53.1 µA as the upper limit would be wrong: one background gives 72.7 µA. Sampling did not find it, and enumeration is out of reach. A proof is needed that identifies the worst background at any array size.

"Worst" here means the largest read current, because a high-resistance cell is misread when its current passes a fixed threshold.

## The smallest array

Let a cell have conductance \(g_L\) in the low-resistance state and \(g_H\) in the high-resistance state, with \(g_L>g_H>0\). Cells are linear and lines have no resistance. The read voltage \(V\) drives a current \(I\), and \(G=I/V\).

In a 2×2 array the selected cell, of conductance \(g_s\), joins the two driven lines directly. The only other route runs through the three remaining cells in series:

\[
G=g_s+S,\qquad S=\left(\frac1{g_1}+\frac1{g_2}+\frac1{g_3}\right)^{-1}.
\]

Raising any \(g_i\) raises the sneak conductance \(S\), so three low-resistance neighbours are worst, with \(S=g_L/3\).

In a larger array the sneak paths share cells, and changing one unselected cell generally redistributes current among all of them. It is no longer obvious that lowering a resistance cannot reduce the total current.

## Kirchhoff's law as one identity

Take \(M\) rows and \(N\) columns, both at least 2, and let row 1 and column 1 be selected. Measure potentials in units of \(V\): row \(i\) is at \(r_i\) and column \(j\) at \(c_j\), with \(r_1=1\) and \(c_1=0\). The cell voltage, counted from row to column, is \(u_{ij}=r_i-c_j\).

A floating line carries no net current, so

\[
\sum_j g_{ij}u_{ij}=0\ \ (i\ne1),\qquad \sum_i g_{ij}u_{ij}=0\ \ (j\ne1).
\]

The same sum over row 1 is the current supplied per volt, \(G\). The sum over column 1 is also \(G\), since adding all row sums or all column sums gives the same total.

Now choose any numbers \(a_i\) and \(b_j\). Collecting terms line by line gives

\[
\sum_{ij}g_{ij}u_{ij}(a_i-b_j)
=\sum_i a_i\sum_j g_{ij}u_{ij}-\sum_j b_j\sum_i g_{ij}u_{ij}
=G(a_1-b_1). \tag{1}
\]

With \(a_i=r_i\) and \(b_j=c_j\), the right side is \(G(1-0)\), so

\[
G=\sum_{ij}g_{ij}u_{ij}^2. \tag{2}
\]

This is energy conservation: the source power \(GV^2\) equals the heat produced in the cells.

## The true potentials minimize the power

Change the floating potentials arbitrarily, but keep the driven lines at 1 and 0. The cell voltages become \(w_{ij}=u_{ij}+d_{ij}\), where \(d_{ij}=a_i-b_j\) and \(a_1=b_1=0\). Then

\[
\sum g_{ij}w_{ij}^2
=\sum g_{ij}u_{ij}^2+2\sum g_{ij}u_{ij}d_{ij}+\sum g_{ij}d_{ij}^2 .
\]

The first term is \(G\) by (2). The middle term is \(2G(a_1-b_1)=0\) by (1). Hence

\[
\sum g_{ij}w_{ij}^2=G+\sum g_{ij}d_{ij}^2\ \ge\ G. \tag{3}
\]

This is the Dirichlet principle. It also shows that the potentials are unique. If \(w\) were a second solution, exchanging the roles of \(u\) and \(w\) would force \(\sum g_{ij}d_{ij}^2=0\). Every \(d_{ij}\) would vanish, and since all lines are connected through cells to the driven ones, so would every \(a_i\) and \(b_j\). A square linear system with at most one solution has one, so the potentials exist.

**A quick use.** Put all floating lines at one trial potential \(p\). Cells between two floating lines then have no voltage. Let \(A\) be the summed conductance of the unselected cells on the selected row, and \(B\) that on the selected column. Equation (3) gives

\[
G\le g_s+A(1-p)^2+Bp^2 .
\]

The right side is smallest at \(p=A/(A+B)\), where it becomes

\[
G\le g_s+\frac{AB^2+BA^2}{(A+B)^2}=g_s+\frac{AB}{A+B}. \tag{4}
\]

The cells on the two selected lines therefore limit the sneak current, whatever the rest of the array contains.

## Rayleigh monotonicity

Compare two arrays with conductances \(g\) and \(g'\), solutions \(u\) and \(u'\), and totals \(G\) and \(G'\). Each solution has the correct driven potentials, so each is an allowed trial in the other array.

Using \(u\) as a trial in the primed array:

\[
G'\le\sum g'_{ij}u_{ij}^2=G+\sum(g'_{ij}-g_{ij})u_{ij}^2 .
\]

Using \(u'\) as a trial in the unprimed array:

\[
G\le\sum g_{ij}u_{ij}'^2=G'-\sum(g'_{ij}-g_{ij})u_{ij}'^2 .
\]

Together,

\[
\sum(g'_{ij}-g_{ij})u_{ij}'^2\ \le\ G'-G\ \le\ \sum(g'_{ij}-g_{ij})u_{ij}^2. \tag{5}
\]

If no conductance decreases, the left side is non-negative and \(G'\ge G\). This is Rayleigh monotonicity. Current may be redistributed, but the total cannot fall.

**Limit of a small change.** Change one cell by \(h\). Both outer terms of (5) are \(h\) times a squared cell voltage. As \(h\to0\), \(u'\to u\), because the solution of a nonsingular linear system varies continuously. Therefore

\[
\frac{\partial G}{\partial g_{ij}}=u_{ij}^2. \tag{6}
\]

In the 2×2 array, direct differentiation gives \(\partial S/\partial g_1=S^2/g_1^2\). The series current per volt is \(S\), so the voltage fraction on that cell is \(S/g_1\) in magnitude, and (6) agrees.

## The worst pattern, and why it is unique

Keep the selected cell at \(g_H\). Let the primed array have every unselected cell at \(g_L\), and let the unprimed array have any other pattern. No conductance decreases from the second to the first, so the all-low pattern has the largest current. More precisely, the left part of (5) gives

\[
G_{\text{all low}}-G\ \ge\ (g_L-g_H)\sum_{\text{high unselected cells}}u_{ij}'^2. \tag{7}
\]

The pattern is the unique maximum if no unselected cell has zero voltage in the all-low array. To find these voltages, note that exchanging two unselected rows leaves this array unchanged. Since its potentials are unique, all unselected rows share one potential \(r\), and all unselected columns share one potential \(c\). The sneak current passes through three groups in series:

- \(N-1\) cells on the selected row, with drop \(1-c=S/[(N-1)g_L]\)
- \((M-1)(N-1)\) cells between floating lines, with drop \(c-r=S/[(M-1)(N-1)g_L]\)
- \(M-1\) cells on the selected column, with drop \(r=S/[(M-1)g_L]\)

The drops add to 1. Over a common denominator,

\[
1=\frac{S}{g_L}\,\frac{(M-1)+1+(N-1)}{(M-1)(N-1)},
\]

so

\[
S=k\,g_L,\qquad k=\frac{(M-1)(N-1)}{M+N-1}. \tag{8}
\]

Substituting back, the three drops are

\[
\frac{M-1}{M+N-1},\qquad \frac1{M+N-1},\qquad \frac{N-1}{M+N-1}.
\]

None is zero. Any other pattern has at least one high unselected cell, so (7) puts its conductance below the maximum by at least \((g_L-g_H)/(M+N-1)^2\). This completes the proof.

The middle cells have \(u_{ij}=r-c<0\): current crosses them from column to row, opposite to the selected cell. The sign does not matter in (6), where the voltage is squared.

**Limits of \(k\).** For 2×2, \(k=1/3\), as found above. For two rows, \(k=(N-1)/(N+1)\), which approaches 1 from below: the current must return through the single unselected cell on the selected column. For a large square array \(k\approx N/2\), so with resistance-free lines the worst sneak current grows in proportion to the side of the array. Line resistance slows this growth: with the 0.8 Ω segments used below and the selected cell next to the contacts, the worst current is about 10 % below the ideal value at \(N=64\) and 29 % below at \(N=128\).

## When a fixed threshold can work

The same monotonicity gives the smallest current of a selected low-resistance cell: all its neighbours must be high. The factor \(k\) depends on the array shape alone, so the two extremes are

\[
G_H^{\max}=g_H+k\,g_L,\qquad G_L^{\min}=g_L+k\,g_H .
\]

Their difference is the margin for a fixed threshold:

\[
G_L^{\min}-G_H^{\max}=(1-k)(g_L-g_H). \tag{9}
\]

It is positive only if \(k<1\). Multiplying out,

\[
MN-M-N+1<M+N-1
\iff MN-2M-2N+4<2
\iff (M-2)(N-2)<2 .
\]

The resistance ratio has dropped out. In this model, with every data pattern allowed, a fixed threshold works for arrays with two rows or two columns and for 3×3. At 3×4 the extremes coincide, and at 4×4 they overlap, since \(k=9/7\).

**The 3×3 case.** Here \(k=4/5\). With \(g_L=100\) µS, \(g_H=1\) µS and \(V=0.1\) V,

\[
I_H^{\max}=0.1\,(1+80)=8.10\ \mu\text{A},\qquad
I_L^{\min}=0.1\,(100+0.8)=10.08\ \mu\text{A},
\]

which leaves a margin of 1.98 µA. This assumes identical cells in each state. If low-state conductances vary by up to ±20 %, the two extremes become 9.70 and 8.08 µA and overlap; a spread of ±11 % is enough to close the margin. For two rows and \(N\) columns, the tolerable spread is only about \(1/N\). Solving all 256 backgrounds of the high cell gives the same maximum and a second-largest current of 7.26 µA. The gap of 0.84 µA exceeds the guaranteed \(0.1\times99/25=0.40\) µA. The guarantee is a lower bound, not an estimate.

## The 16×16 array

Now \(k=15\cdot15/31=7.258\), and

\[
I_H^{\max}=0.1\,(1+725.8)=72.7\ \mu\text{A},\qquad
I_L^{\min}=0.1\,(100+7.26)=10.7\ \mu\text{A}.
\]

The margin is −62.0 µA. The read current of a high-resistance cell can be almost seven times that of a low-resistance one, although the high cell itself always carries only 0.1 µA. The rest is sneak current. With all neighbours high, the read current of the same high cell is 0.83 µA.

In the worst pattern each unselected cell on a selected line has \(100\times15/31=48.4\) mV across it, and each remaining cell has 3.2 mV. By (6), a small conductance change in an unselected cell on a selected line then affects the current \(15^2=225\) times as strongly as the same change in a cell elsewhere.

This helps to explain the random samples. If the 15 unselected cells on each selected line have the average conductance \((100+1)/2\) µS, then \(A=B=7.5\times101=757.5\) µS, and (4) limits the current to \(0.1\,(1+378.75)=38.0\) µA. The sample mean was 33.4 µA. The chance that all 30 unselected cells on the selected lines are low is \(2^{-30}\), about \(10^{-9}\), so 500 samples had almost no prospect of reaching the maximum.

## A load in series

With an ideal voltage source and ideal lines, the pattern shifts the current level but not the difference between the two states of the selected cell. The reason is that the selected cell joins two lines of fixed potential, so \(S\) does not depend on it. The difference is \(V(g_L-g_H)=9.9\) µA for every background.

A sense resistor changes this. Connect the selected column to ground through a conductance \(G_\ell\), drive the selected row at \(V\), and let the other lines float. The array and the load carry the same current, \(G(V-V_o)=G_\ell V_o\), so

\[
V_o=V\,\frac{G}{G+G_\ell},\qquad
\frac{dV_o}{dG}=V\,\frac{G_\ell}{(G+G_\ell)^2}>0 .
\]

The output rises with \(G\), so the same pattern gives the largest high-state output. For a given background, the output difference between the two cell states is

\[
\Delta V_o=V\left[\frac{S+g_L}{S+g_L+G_\ell}-\frac{S+g_H}{S+g_H+G_\ell}\right]
=\frac{V\,G_\ell\,(g_L-g_H)}{(S+g_L+G_\ell)(S+g_H+G_\ell)} .
\]

In the common numerator the products without \(G_\ell\) cancel. The result falls as \(S\) grows, so the all-low background is worst by this measure too. For a 10 kΩ load on the 16×16 array, the swing is 44.1 mV with all neighbours high and 1.29 mV with all neighbours low. A reference that adapts to the background would have to resolve the smaller value.

## Where the ordering reverses

Floating lines matter. Ground all unselected lines and keep the load. The selected column is then the only line of unknown potential, and its current balance reads

\[
g_s(V-V_o)=(G_\ell+B)V_o
\quad\Longrightarrow\quad
V_o=\frac{V\,g_s}{g_s+G_\ell+B}.
\]

Low-resistance neighbours on the selected column increase \(B\) and reduce the output. The other unselected cells do not affect it. For the high cell in the 16×16 array, \(V_o=100/116=0.86\) mV with all neighbours high, but \(100/1601=0.062\) mV with all neighbours low. The largest high-state output now occurs when the neighbours on the selected column are high.

Rayleigh monotonicity is not violated. The total current drawn from the driver still cannot fall when a cell is switched low. The load, however, now receives only part of that current.

## Lines with resistance

Resistive lines add more nodes and fixed resistors. Identity (1) holds with the sum taken over all resistors, and the steps up to (7) follow unchanged. The all-low pattern remains a maximum. It is unique if every unselected cell has a nonzero voltage in that pattern.

Take lines 50 nm wide and 100 nm thick, a 100 nm cell pitch and a rough resistivity of 4 µΩ cm. One line segment then has 0.8 Ω. Solving the full network gives a worst current of 72.19 µA when the selected cell lies nearest to both the row driver and the column sense contact, and 72.27 µA when it lies farthest from both. These are 0.68 % and 0.56 % below the ideal-line value. The correction is this small only for a small array with copper-like lines: at 15 µΩ cm it is 2.5 % and 2.1 %, and at 100 µΩ cm it is 14 % and 12 %.

The near cell has the lower current, which may seem the wrong way round. Equation (6) explains it. For a resistor \(\rho=1/g\) with voltage fraction \(u\),

\[
\frac{\partial(1/G)}{\partial\rho}
=-\frac1{G^2}\,u^2\left(-\frac1{\rho^2}\right)
=\left(\frac{u/\rho}{G}\right)^2,
\]

the square of the fraction of the total current that it carries. Neglect the small current of the selected high cell. For the near position, the segments of the selected row carry fractions \(1,\tfrac{14}{15},\dots,\tfrac1{15}\). For the far position, a sneak cell sits at the driver itself, and the fractions are \(\tfrac{14}{15},\dots,\tfrac1{15},0\). The selected column behaves in the same way, and the unselected lines contribute equally by mirror symmetry. To first order, the near position therefore has two more full-current segments: 1.6 Ω in a sneak resistance of 1378 Ω, or 0.12 %. The full solutions differ by 0.08 µA, or 0.11 %, close to this first-order estimate.

## Comparison with real devices

The cell values lie in the rough range of filamentary hafnium-oxide memory. Other neglected effects can be sized for the 16×16 worst case, with rough parameters:

- **Cell nonlinearity.** Let a low cell follow \(i=g_LV_0\sinh(v/V_0)\) with \(V_0=0.25\) V, and the high cell likewise with \(g_H\). Solving the three groups in series numerically raises the all-low current by 0.6 %. That this pattern is still the worst is not proved for nonlinear cells.
- **Temperature.** From 300 to 358 K, let the low-state resistance rise by 0.1 % per kelvin and the high-state conductance follow an activation energy of 0.05 eV, which multiplies it by 1.37. The worst current falls by 5.4 %, to 68.7 µA. The sign of this shift rests on the assumed metallic low state, which is uncertain for a 10 kΩ filament: if the low-state resistance fell by 0.1 % per kelvin instead, the current would rise by about 6 %.
- **Spread.** If low-state conductances vary by up to ±20 %, monotonicity confines the all-low current to between 58.2 and 87.2 µA.
- **Heating and line load.** A low cell at the full 0.1 V dissipates 1 µW. The thermal resistance depends strongly on the filament: for radii of 1 to 5 nm it lies roughly between \(2\times10^6\) and \(4\times10^7\) K/W, which means a few kelvin to a few tens of kelvin of heating. The unselected cells in the worst pattern dissipate less than a quarter of that power. The selected line carries up to 1.45 MA/cm², or 1.65 MA/cm² if the selected cell is low as well.

None of these removes the overlap with the 10.7 µA low-state reading. Linearity can also be broken on purpose: a selector in series with each cell suppresses current at partial voltage. Suppose that identical low cells with a symmetric, increasing characteristic pass \(\kappa\) times less current at \(V/2\) than at \(V\). In the square all-low array, the two groups on the selected lines have equal drops, each at most \(V/2\). The sneak current is then at most \(15/\kappa\) of a low cell's full-voltage current. Linear cells have \(\kappa=2\) and a bound of 7.5, close to \(k=7.26\); \(\kappa=1000\) gives 0.015. So large a ratio generally needs a higher read voltage than the 0.1 V used above. For example, a current proportional to \(\sinh(v/v_T)\), with the thermal voltage \(v_T\approx26\) mV at 300 K, has \(\kappa\approx7\) at 0.1 V and reaches 1000 only near 0.36 V. This estimate applies to the all-low pattern. The proof that this pattern is worst used linearity and does not carry over to such cells.

Numerical values quoted here were computed with a short program.
